Nonlinear screening of random charged impurities in a strongly compensated semiconductor

A compensated semiconductor contains donors, which give up electrons, and acceptors, which take them. If there are slightly more donors than acceptors, nearly every donor electron is lost to an acceptor. What remains is a dense random mixture of positive and negative ions with a few electrons left over. The ions cannot move, so the electrons alone can screen the potential of this mixture. How far does the random potential extend before so few electrons can level it, and how large does it become?

## Densities and assumptions

Let N_D and N_A be the donor and acceptor densities. All impurities are counted as charged ions, and the electrons are counted separately. The two relevant densities are

N = N_D + N_A,  n = N_D − N_A,  n ≪ N.

N measures the disorder, and n is the electron density required by neutrality. Acceptor-rich material is described by the same formulas with holes in place of electrons.

The impurity positions are taken to be independent of each other. The temperature is low, and the electrons are treated classically, as a charge that settles where its energy is lowest. The conditions for this are found below. Formulas are in Gaussian units with relative permittivity ε; in SI units e² is replaced by e²/(4πε₀).

## The estimate on the back of an envelope

Consider a cube of side R. The numbers of donors and acceptors in it are independent Poisson numbers with means N_D R³ and N_A R³. The variance of a Poisson number equals its mean, and the variance of a difference of independent numbers is the sum of their variances. The ionic charge in the cube, in units of e, therefore has

mean = (N_D − N_A)R³ = nR³,

variance = (N_D + N_A)R³ = NR³.

Evenly spread electrons cancel the mean but leave a random charge of typical size e(NR³)^(1/2). Its potential energy for an electron, at a distance of order R, is

(e²/ε)(NR³)^(1/2)/R = (e²/ε)(NR)^(1/2).

This grows with R: larger regions have a smaller charge per unit volume, yet they produce a larger potential. A more careful sum gives the same law. Divide space into small volumes d³r at distance r from the observer. Each contributes an independent charge variance e²N d³r, and each charge acts with weight 1/r. The variance of the energy due to all charges within R is

W² = (e²/ε)² N ∫₀ᴿ (1/r²) 4πr² dr = 4πNR (e²/ε)².

Near charges do not dominate the variance, because equal shells of thickness dr contribute equally. Without screening, W grows without limit as the sample grows.

Now let the electrons move. In a region with too many acceptors, the excess negative charge can be cancelled by removing electrons. On average there are nR³ of them to remove. In a region with too many donors, electrons must be brought in, and they have to come from elsewhere. Since about half of all regions of size R need extra electrons, the supply again amounts to about nR³ per region. The electrons can cancel the fluctuation if

nR³ > (NR³)^(1/2).

Both sides grow with R, but the left side grows faster. Large regions can be neutralized and small ones cannot. At equality, division by R^(3/2) gives nR^(3/2) = N^(1/2), and raising this to the power 2/3 gives the screening radius

R_s = N^(1/3)/n^(2/3).

Fluctuations larger than R_s are removed, and the largest surviving ones dominate the potential. Putting R = R_s into (e²/ε)(NR)^(1/2) gives

γ = (e²/ε) N^(1/2) · N^(1/6)/n^(1/3) = e²N^(2/3)/(ε n^(1/3)).

The screening is nonlinear because it is limited by the number of electrons available. On the scale R_s the changes in electron density are comparable to its mean value, so they cannot be treated as a small response.

The argument does not fix numerical factors. With a sphere of volume V in place of a cube, the balance nV = (NV)^(1/2) gives V = N/n², and hence a radius (3/4π)^(1/3)R_s = 0.620 R_s. Inserting this in the formula for W² gives W = (4π × 0.620)^(1/2) γ = 2.79 γ. An equally reasonable convention has thus changed the amplitude by a factor of almost three.

## The controlled derivation

The powers of N and n can be obtained without choosing a region or a cutoff. Let ρ(r) be the ionic charge density divided by e, and n_e(r) ≥ 0 the electron density. The electrostatic energy is

E = (e²/2ε) ∬ [ρ(r) − n_e(r)][ρ(r′) − n_e(r′)]/|r − r′| d³r d³r′.

The potential energy of an electron is

U(r) = −(e²/ε) ∫ [ρ(r′) − n_e(r′)]/|r − r′| d³r′.

The minus sign expresses that a positive ion attracts an electron. Since ∇²(1/|r|) = −4πδ(r),

∇²U = 4π(e²/ε)(ρ − n_e).

Change n_e by a small δn_e. Each of the two brackets in E contributes equally, which cancels the factor 1/2, and

δE = −(e²/ε) ∬ δn_e(r)[ρ(r′) − n_e(r′)]/|r − r′| d³r d³r′ = ∫ U δn_e d³r.

The total number of electrons is fixed, so a constant μ, the chemical potential, is introduced. At the minimum, ∫(U − μ)δn_e d³r ≥ 0 for every allowed change. Where n_e > 0, δn_e may have either sign, so U = μ. Where n_e = 0, δn_e can only be positive, so U ≥ μ. Together,

n_e ≥ 0,  U ≥ μ,  n_e(U − μ) = 0.

The electrons fill the wells to a common level and leave the hills empty. It is the condition n_e ≥ 0 that makes the problem nonlinear.

For point ions the self-energies are infinite constants. With these left out, the classical energy has no lower bound, since electron charge could collapse onto a donor. The density ρ is therefore understood as averaged over a length b with N^(−1/3) ≪ b ≪ R_s. Such a length exists because

R_s/N^(−1/3) = (N/n)^(2/3) ≫ 1.

A volume b³ then holds many ions, and by the central limit theorem its charge is nearly Gaussian. Its mean and variance were found above, so on scales above b

ρ(x) = n + N^(1/2) ξ(x),  ⟨ξ(x)ξ(x′)⟩ = δ(x − x′),

where ξ is Gaussian white noise of zero mean.

Measure lengths in a unit L still to be chosen, x = Ly. In three dimensions δ(x − x′) = L^(−3)δ(y − y′), so ξ(x) = L^(−3/2)η(y), where η is white noise of unit strength in y. Then

ρ = n + N^(1/2)L^(−3/2) η(y).

The two terms have the same coefficient if N^(1/2)L^(−3/2) = n, that is, L = N^(1/3)/n^(2/3) = R_s. With this choice ρ = n(1 + η). Write also n_e = nν and U − μ = γu. The Poisson equation becomes

(γ/R_s²) ∇_y²u = 4π(e²/ε) n (1 + η − ν).

The prefactor on the left is

γ/R_s² = (e²/ε) N^(2/3)n^(−1/3) · n^(4/3)N^(−2/3) = (e²/ε) n,

which cancels the one on the right. What remains is

∇_y²u = 4π(1 + η − ν),  ν ≥ 0,  u ≥ 0,  νu = 0.

No material parameter is left, except for the smoothing length in the form b/R_s. I assume that the large-scale solution tends to a limit as b/R_s → 0. This is plausible because charges within b contribute 4πNb(e²/ε)² = 4π(b/R_s)γ² to the unscreened variance, which vanishes in this limit, but it is not proved here. Because of the factor 4π, b must be much smaller than R_s before this part is negligible. Under this assumption

rms fluctuation of U = C₁γ,  screening length = C₂R_s,

with pure numbers C₁ and C₂. They have to be computed, and C₂ also depends on how the length is defined.

## Where the result stops holding

The kinetic energy of the electrons was neglected. Let m be the effective mass and a_B = εħ²/(me²) the effective Bohr radius, so that ħ²/m = (e²/ε)a_B. A uniform degenerate gas with two spin states and one valley has

E_F = (ħ²/2m)(3π²n)^(2/3) = ½(e²/ε)a_B(3π²n)^(2/3).

Apart from numbers, E_F/γ is a_B n/N^(2/3). Kinetic energy is therefore unimportant on the scale R_s if n ≪ N^(2/3)/a_B. This estimate uses the mean density. The electrons gather in wells, where their density and kinetic energy are higher, so the inequality should hold by a wide margin.

In the opposite limit the response is linear. The electrons follow the local Fermi energy, δn_e = −(dn/dE_F)δU, and inserting this in the Poisson equation gives a screening radius r_TF with

1/r_TF² = 4π(e²/ε) dn/dE_F.

From n ∝ E_F^(3/2) follows dn/dE_F = 3n/(2E_F), so

1/r_TF² = 4π(e²/ε) · 3n/[(e²/ε)a_B(3π²n)^(2/3)] = 4(3/π)^(1/3) n^(1/3)/a_B.

Each ion then has a potential energy of magnitude (e²/ε)exp(−r/r_TF)/r, and the variance is

W² = (e²/ε)² N ∫₀^∞ 4π exp(−2r/r_TF) dr = 2πN r_TF (e²/ε)².

Since r_TF ∝ n^(−1/6), the amplitude here varies as n^(−1/12), much more weakly than the n^(−1/3) of the nonlinear regime. The two radii are equal when 1/r_TF² = 1/R_s² = n^(4/3)/N^(2/3), which gives

n = 4(3/π)^(1/3) N^(2/3)/a_B.

Equal radii do not yet mark the end of linear screening. At this density the linear formula gives W = (2π)^(1/2)γ = 2.5γ, while E_F = ½(3π²)^(2/3)(a_B n/N^(2/3))γ is about 19γ. The potential is still a small disturbance of the electron gas. Linear theory fails when W becomes comparable to E_F. Since W/E_F varies as n^(−1/12)/n^(2/3) = n^(−3/4), the two are equal at a density lower by a factor (19/2.5)^(4/3) ≈ 15, which is n ≈ 0.27 N^(2/3)/a_B. There the linear formula gives W ≈ 1.3γ, so the regimes join up to a number.

If Na_B³ is far below 1, this density is larger than N, and n ≪ N is the stricter condition. Electrons may then sit on individual donors. A binding energy common to all donors only shifts μ. The binding is not quite common, however, because the few electrons prefer donors that have a close donor neighbour. The density of donor pairs closer than r is (2π/3)N_D²r³. Setting it equal to n with N_D ≈ N/2 gives an extra attraction e²/(εr) = (π/6)^(1/3)γ ≈ 0.8γ, as long as r exceeds a_B. This is of the same order as γ and is lost in the averaging over b, so the smoothed model does not give the position of μ for point donors. The large-scale charge balance, which only counts electrons, still holds, and with it the powers of N and n in R_s and γ.

Other conditions have the following origins.

- Temperature: kT must be well below γ, or electrons spread over the hills.
- Electron number: nR_s³ = n · N/n² = N/n must be large, or a smooth electron density means little on the scale R_s.
- Band gap: γ grows as n falls. Once the hills lift the valence band edge to the chemical potential, holes appear and take part in the screening. The formulas need fluctuations well below the gap.
- Correlations: if the ions could arrange themselves during growth so that opposite charges lie close together, the charge variance of large regions is smaller than NR³, and so is the potential.

At the other end, as n approaches N, R_s shrinks to the impurity spacing N^(−1/3) and γ to e²N^(1/3)/ε, the interaction energy of neighbouring ions. The large-scale picture then has no room left.

## Comparison with a numerical solution

The constrained minimum problem was solved for random unit charges on a periodic mesh of 48 × 48 × 48 points, with four random samples for each pair N, n. Lengths are in mesh spacings and e²/ε = 1. The mesh spacing plays the part of b, but a mesh cell holds only one or four ions on average, so the condition N^(−1/3) ≪ b is not met and the charge of a single cell is not Gaussian. Neither power law enters the solution. The full figures are in the numerical output; the main ones are these.

N = 4, n = 0.1360: R_s = 6.00, rms U = 1.34 γ

N = 4, n = 0.0741: R_s = 9.00, rms U = 1.32 γ

N = 4, n = 0.0382: R_s = 14.00, rms U = 1.29 γ

N = 1, n = 0.0382: R_s = 8.82, rms U = 1.35 γ

The ratio stays near 1.3 while the rms energy itself runs from 4.01 to 9.64. A fit of rms U to a product of powers gives N^0.634 n^(−0.303), against the derived N^0.667 n^(−0.333). The test allowed a deviation of 0.12 in each exponent, to cover the mesh, the finite cell and the sampling. The n exponent is far from the −1/12 of linear screening.

The screening length was measured in two ways. The first uses the wavenumber k_half at which the electrons have removed half of the power of the charge fluctuations. The length 1/k_half is 0.160 to 0.169 R_s in the four cases, and its fitted law is N^0.300 n^(−0.632), close to the derived N^0.333 n^(−0.667).

The second is the distance at which the correlation of U has fallen to 1/e. It is 0.25 to 0.31 R_s, and its fit, N^0.208 n^(−0.508), agrees less well. It passes the allowed deviation of 0.20, but taken alone it could not tell n^(−2/3) from n^(−1/2). This length is just 1.84 to 3.51 mesh spacings, and the cell is 3.4 R_s wide in the most dilute case. It is sensitive to both settings. For Gaussian noise with R_s = 12 spacings it grows from about 0.23 to 0.28 R_s as the cell widens from 2 to 8 R_s, and in a cell of 4 R_s it falls from about 0.30 to 0.27 R_s as R_s goes from 6 to 12 spacings. In the N = 4 cases above, a lower n means both a narrower cell and a finer mesh relative to R_s. Both lower the ratio, which is the direction of the discrepancy.

The mechanism can also be seen in the charge of cubes cut from the cell. In cubes of side 0.14 R_s, 88 % of the ionic charge variance remains after the electrons have settled. In cubes of side 2.67 R_s, taken from the case with R_s = 6.00, 16 % remains. Small regions keep their random charge and large ones lose most of it.

The two estimates can now be judged. The cube estimate, γ, is below the computed amplitude by a factor of about 1.3, and the sphere estimate, 2.79 γ, is above it by about 2. The computed amplitude corresponds to cutting the unscreened variance 4πNR off at R = (1.3²/4π)R_s ≈ 0.13 R_s. The radius that matters for the potential is thus several times smaller than R_s. In the computed cases the cutoff radius is only about one to two mesh spacings, so their dependence on the mesh matters. For Gaussian noise in a cell of 4 R_s, refining from 6 to 24 spacings per R_s leaves rms U at 1.30 to 1.32 γ and 1/k_half at about 0.17 R_s. Widening the cell from 2 to 8 R_s raises rms U from about 1.2 to 1.3 γ, and single samples scatter by up to 0.07 γ, so the second decimal is not significant. The mean height of U above μ converges much more slowly: it rises from 1.7 to 2.3 γ over the same refinement. No extrapolation to zero spacing has been made.

## A worked example

Take a model semiconductor with ε = 12, effective mass 0.1 electron masses, N = 10¹⁸ cm⁻³ and n = 10¹⁶ cm⁻³. The donor and acceptor densities are (N ± n)/2 = 5.05 × 10¹⁷ and 4.95 × 10¹⁷ cm⁻³, so N_A/N_D = 0.980.

The impurity spacing is N^(−1/3) = 10 nm. With e²/ε = 120 meV nm, the energy at that spacing is 120/10 = 12 meV. It is convenient to write the results as multiples of these two quantities, with N/n = 100:

R_s = N^(−1/3)(N/n)^(2/3) = 10 nm × 21.54 = 215 nm = 0.215 μm,

γ = (e²N^(1/3)/ε)(N/n)^(1/3) = 12 meV × 4.64 = 55.7 meV = 0.0557 eV.

A cube of side R_s holds 10 000 impurities. Their random net charge is 10 000^(1/2) = 100 elementary charges, and the cube holds 100 electrons on average, as the balance requires.

If the mesh coefficients carry over to this case, the rms fluctuation is about 1.3 × 56 ≈ 70 meV, and 1/k_half is about 0.16 × 215 ≈ 35 nm. The second figure is a few impurity spacings, so the separation of scales is less generous than R_s alone suggests. A cube with a side of 35 nm also holds only about 0.4 electrons on average. Treating the electrons as a smooth density is therefore an idealisation here, and both figures are estimates.

The Bohr radius is 6.35 nm and Na_B³ = 0.256. The radii r_TF and R_s would be equal at 6.2 × 10¹⁸ cm⁻³, above N itself, but the linear formula gives W = E_F already at 4.2 × 10¹⁷ cm⁻³. The chosen n is about 40 times smaller than that and 100 times smaller than N, so both conditions hold. The temperature γ/k is 646 K. At 300 K, kT is nearly half of γ, so it is not well below γ as the derivation assumes; at 77 K the ratio is 0.12.

Changing n at fixed N shows the effect of compensation:

n = 10¹⁷ cm⁻³: R_s = 46 nm, γ = 26 meV

n = 10¹⁶ cm⁻³: R_s = 215 nm, γ = 56 meV

n = 10¹⁵ cm⁻³: R_s = 1000 nm, γ = 120 meV

Each tenfold loss of electrons lengthens R_s by 10^(2/3) = 4.6 and raises γ by 10^(1/3) = 2.2. In the first row a cube of side R_s holds N/n = 10 electrons, which is near the edge of the theory. In the last row the fluctuations exceed 100 meV, and whether the formula still applies depends on the band gap, which this model does not specify.

Calculated quantities

```
Unscreened variance, r=1..4: sampled 35.3, formula 37.7 (mesh units)
Unscreened variance, r=1..8: sampled 89.2, formula 88.0 (mesh units)
Mesh cell side: 48 spacings; samples per case: 4
Mesh N=4, n=0.1360: R_s=6.00, gamma=4.90, rms U=6.56, 1/e length=1.84, 1/k_half=1.00
  rms U/gamma=1.34, 1/e length/R_s=0.31, 1/(k_half R_s)=0.167
Mesh N=4, n=0.0741: R_s=9.00, gamma=6.00, rms U=7.94, 1/e length=2.50, 1/k_half=1.52
  rms U/gamma=1.32, 1/e length/R_s=0.28, 1/(k_half R_s)=0.169
Mesh N=4, n=0.0382: R_s=14.00, gamma=7.48, rms U=9.64, 1/e length=3.51, 1/k_half=2.24
  rms U/gamma=1.29, 1/e length/R_s=0.25, 1/(k_half R_s)=0.160
Mesh N=1, n=0.0382: R_s=8.82, gamma=2.97, rms U=4.01, 1/e length=2.63, 1/k_half=1.49
  rms U/gamma=1.35, 1/e length/R_s=0.30, 1/(k_half R_s)=0.169
Charge variance in cube of side 6, N=4: sampled 849, N*volume 864 (e^2)
Charge variance left, cube side 0.14 R_s: 0.88
Charge variance left, cube side 2.67 R_s: 0.16
Exponents of rms U: N 0.634 (derived 0.667), n -0.303 (derived -0.333)
Exponents of 1/e length: N 0.208 (derived 0.333), n -0.508 (derived -0.667)
Exponents of 1/k_half: N 0.300 (derived 0.333), n -0.632 (derived -0.667)
Example: eps=12, mass=0.1 m_e, N=1.0e+18 cm^-3, n=1.0e+16 cm^-3
Donors 5.050e+17, acceptors 4.950e+17 cm^-3
Compensation N_A/N_D: 0.9802
e^2/eps: 120.00 meV nm
Impurity spacing N^(-1/3): 10.00 nm
Energy at impurity spacing: 12.00 meV
Screening radius R_s: 215.4 nm = 0.2154 micrometre
Amplitude gamma: 55.70 meV = 0.05570 eV
Impurities in R_s^3: 10000
Rms net charge in R_s^3: 100.0 e
Electrons in R_s^3: 100.0
Effective Bohr radius a_B: 6.35 nm; N a_B^3: 0.256
N^(2/3)/a_B: 1.57e+18 cm^-3
Thomas-Fermi crossover density: 6.20e+18 cm^-3
Temperature gamma/k: 646 K
Sphere convention: radius/R_s 0.620, rms energy/gamma 2.79
n=1e+17 cm^-3: R_s=46.4 nm, gamma=25.9 meV
n=1e+16 cm^-3: R_s=215.4 nm, gamma=55.7 meV
n=1e+15 cm^-3: R_s=1000.0 nm, gamma=120.0 meV
```
